# Choosing the potential solver for a ballistic two-dimensional transistor

## What to choose

A self-consistent calculation requires choices: how to update the potential, whether to mix old and new values, and when to stop. For a ballistic transistor described by its barrier top, the potential is one number, and the analysis below gives three rules.

1. Use a bracketed root search. The barrier shift $U$ is the unique root of

$$h(U)=U-U_L-U_C\,[N(U)-N_0]=0, \tag{1}$$

and it lies between $U_L$ and $U_L+U_C[N(U_L)-N_0]$. Here $U_L$ is the shift due to the electrodes alone, $N$ the electron density per area, $N_0$ its value with all voltages zero, and $U_C$ an inverse capacitance per area.

2. Stop on the residual. If $|h(U)|\le kT\ln(1+r)$, the relative error of the current, measured against the converged current of the same model, is at most $r$.

3. Require zero current at zero drain bias, but do not take it as evidence of convergence. With equal contact temperatures it holds for every $U$, converged or not.

## The model and its two populations

The algebra is in atomic units, $\hbar=e=m_e=1$. The channel has an isotropic parabolic band of mass $m$ and total degeneracy $g$ (spins times valleys). Its edge at the barrier top is $E_{\rm top}=E_0+U$. Electrons neither scatter nor tunnel, and the contacts absorb all electrons that reach them. States moving towards the drain are therefore filled by the source, and states moving towards the source by the drain. The contact levels are $\mu_S=-V_S$ and $\mu_D=-V_D$, because a positive voltage lowers an electron's energy. Define $\eta_i=(\mu_i-E_{\rm top})/kT$.

Each population occupies half of the wavevector plane, an angle $\pi$. With $\varepsilon=k^2/2m$, so that $k\,dk=m\,d\varepsilon$,

$$N_i=\frac{g}{4\pi^2}\,\pi\int_0^\infty \frac{k\,dk}{1+e^{\varepsilon/kT-\eta_i}}
=\frac{gm\,kT}{4\pi}\ln(1+e^{\eta_i}),\qquad N=N_S+N_D. \tag{2}$$

For the flux, each state is weighted by $k_x/m$. Since $(k_x/m)\,dk_x=d\varepsilon_x$, the $k_x$ integral is again a logarithm. Setting $k_y=\sqrt{2mkT}\,t$ leaves

$$J_i=\frac{g\,kT\sqrt{2mkT}}{4\pi^2}\;2\int_0^\infty \ln(1+e^{\eta_i-t^2})\,dt .$$

Substitute $y=t^2$, $dt=dy/(2\sqrt y)$, and integrate by parts. The boundary term $2\sqrt y\,\ln(1+e^{\eta-y})$ vanishes at both ends, so

$$2\int_0^\infty\ln(1+e^{\eta-t^2})\,dt=\int_0^\infty\frac{2\sqrt y\,dy}{1+e^{y-\eta}}=\sqrt\pi\,F_{1/2}(\eta),$$

where $F_j(\eta)=\Gamma(j+1)^{-1}\int_0^\infty y^j\,dy/(1+e^{y-\eta})$ and $2\,\Gamma(3/2)=\sqrt\pi$. The current per width is

$$\frac IW=J_0\,[F_{1/2}(\eta_S)-F_{1/2}(\eta_D)],\qquad J_0=\frac{g\sqrt{2m}\,(kT)^{3/2}}{4\pi^{3/2}}. \tag{3}$$

It is positive when electrons flow from source to drain.

## Why the root can be bracketed

Let the barrier top couple to gate, drain and source through capacitances per area $C_i$ with sum $C_\Sigma$. If its electrostatic potential is $\phi$, the added charge is $-(N-N_0)=\sum_i C_i(\phi-V_i)$. Solving for $\phi$ and using $U=-\phi$ gives equation (1) with

$$U_L=-(a_GV_G+a_DV_D+a_SV_S),\qquad a_i=\frac{C_i}{C_\Sigma},\qquad U_C=\frac1{C_\Sigma}.$$

The weights add to one, so a common shift of all voltages has no effect on the current.

Raising the barrier empties states. From equation (2), with $f_i=1/(1+e^{-\eta_i})$ and $d\eta_i/dU=-1/kT$,

$$\frac{dN}{dU}=-\frac{gm}{4\pi}(f_S+f_D),\qquad h'(U)=1+\gamma,\qquad \gamma=U_C\frac{gm}{4\pi}(f_S+f_D)>0. \tag{4}$$

Since $h'>1$, $h$ rises from $-\infty$ to $+\infty$ and has one root $U_*$. Write $U_1=U_L+U_C[N(U_L)-N_0]$ for the second end of the bracket. Then

$$h(U_L)=-U_C[N(U_L)-N_0],\qquad h(U_1)=U_C[N(U_L)-N(U_1)].$$

If $N(U_L)>N_0$, then $U_1>U_L$. The density is lower at $U_1$, so $h(U_L)<0<h(U_1)$. If $N(U_L)<N_0$, the order and both signs reverse. If they are equal, $U_L$ is the root. No guess or search for a sign change is needed.

Bisection keeps the half of the interval across which $h$ changes sign. After $n$ halvings of an initial width $w$ the interval is $w/2^n$ wide. The argument needs one unknown and a density that falls as the barrier rises. It does not carry over to a potential that varies from point to point, where there is no single interval to halve.

## When simple mixing works

Plain substitution sets $U_{\rm new}=U_L+U_C[N(U)-N_0]$. Its derivative is $-\gamma$, so a small error changes sign and is multiplied by $\gamma$ at each step. It converges near the root if $\gamma<1$ and fails there if $\gamma>1$. Physically, $\gamma$ is the ratio of the channel's density-of-states capacitance to $C_\Sigma$.

Mixing a fraction $\beta$ of the new value with $1-\beta$ of the old changes the error factor to

$$(1-\beta)-\beta\gamma=1-\beta(1+\gamma). \tag{5}$$

Local convergence requires $0<\beta<2/(1+\gamma)$. A condition valid from any start follows from the largest possible $\gamma$. Since $f_S+f_D<2$, this is below $\gamma_{\max}=U_C\,gm/2\pi$. If $\beta<2/(1+\gamma_{\max})$ and $\beta\le1$, the factor has magnitude below one at every $U$, and every step brings the iterate closer to the root.

The price is speed where the channel is nearly empty. There $\gamma\approx0$ and the factor is $1-\beta$, whereas plain substitution would converge almost at once. If $\gamma$ is large in the on-state, a fixed $\beta$ small enough to converge there is slow in the off-state; bisection has no such parameter.

## How tight the threshold must be

By the mean value theorem, $|h(U)|=h'(\xi)\,|U-U_*|$ for some $\xi$ between $U$ and $U_*$. As $h'>1$,

$$|U-U_*|\le|h(U)|. \tag{6}$$

The residual thus bounds the error in potential. The difference between successive mixed iterates does not serve directly, because it equals $\beta|h|$ and shrinks with $\beta$ even when the error does not.

To turn this into an error of current, write $f=1/(1+e^{y-\eta})$. Then $\partial f/\partial\eta=f-f^2$, so

$$F_{1/2}'(\eta)=F_{1/2}(\eta)-Q(\eta),\qquad Q(\eta)=\frac1{\Gamma(3/2)}\int_0^\infty\sqrt y\,f^2\,dy .$$

Both $Q$ and $F_{1/2}'$ increase with $\eta$. For $F_{1/2}'$ this follows from $\partial f/\partial\eta=-\partial f/\partial y$ and integration by parts, which give $F_{1/2}'=F_{-1/2}$, an integral of the increasing function $f$. For $V_D>V_S$ we have $\eta_S>\eta_D$, hence

$$0<F_{1/2}'(\eta_S)-F_{1/2}'(\eta_D)<F_{1/2}(\eta_S)-F_{1/2}(\eta_D).$$

Differentiating equation (3) at fixed voltages then gives $-1/kT<d\ln I/dU<0$. For $V_D<V_S$ the same holds with $|I|$ in place of $I$, by exchanging the contacts. A potential error $\delta$ changes the current by a factor between $e^{-|\delta|/kT}$ and $e^{|\delta|/kT}$, which with (6) is the second rule. For one per cent at 300 K, where $kT=0.02585$ eV, a residual below $0.02585\ln1.01=2.6\times10^{-4}$ eV is sufficient.

## What the zero-bias test sees

The function $F_{1/2}$ is strictly increasing, so at equal temperatures the current (3) vanishes if and only if $\eta_S=\eta_D$, that is, $V_D=V_S$. The two one-way fluxes remain finite and cancel. The cancellation tests whether both one-way fluxes are computed with the same barrier and prefactor. It says nothing about $U$, which enters both terms equally.

The slope at zero bias does contain information about $U$. Put $V_S=0$ and differentiate (3) with respect to $V_D$. At $V_D=0$ both derivatives of $F_{1/2}$ are equal, so the unknown $dU/dV_D$ cancels. What remains is $d(\eta_S-\eta_D)/dV_D=1/kT$, and

$$\frac GW=\frac{J_0}{kT}F_{-1/2}(\eta),\qquad \eta=-\frac{E_0+U}{kT}. \tag{7}$$

Unequal contact temperatures break the zero. At fixed $\mu$ and $E_{\rm top}$ the one-way flux is proportional to $\int\sqrt{E-E_{\rm top}}\,f\,dE$. Its temperature derivative weights the square root by $(E-\mu)(-\partial f/\partial E)/T$, which is odd about $\mu$. The root, taken as zero below the barrier, never decreases with $E$, so the positive side wins. The hotter contact injects more.

## A worked device

Take $m=0.5$, $g=4$, 300 K, $E_0=0.40$ eV, $a_G=0.88$, $a_D=0.04$, $a_S=0.08$ and a grounded source. The gate is 12 nm long and the supply 0.7 V. A 4 nm insulator of relative permittivity 16 has capacitance $C_{\rm ins}=3.54$ µF/cm². With $C_\Sigma=C_{\rm ins}/a_G$, $U_C=3.98$ eV nm². The prefactor in (2) is $5.40\times10^{12}$ cm⁻² and $J_0=658$ µA/µm.

Bisection at $V_D=0.7$ V gives:

| $V_G$ (V) | $E_{\rm top}$ (eV) | $N$ (cm⁻²) | $I/W$ (µA/µm) |
|---|---|---|---|
| 0.0 | 0.372 | $3.0\times10^{6}$ | $3.7\times10^{-4}$ |
| 0.2 | 0.196 | $2.7\times10^{9}$ | 0.334 |
| 0.4 | 0.050 | $7.4\times10^{11}$ | 92 |
| 0.7 | −0.016 | $5.7\times10^{12}$ | 809 |

In the last row, $U_L=-0.88(0.7)-0.04(0.7)=-0.644$ eV. The other end of the bracket is 1.385 eV, so the width is 2.029 eV. Reaching $10^{-13}$ eV takes 45 halvings; for one per cent in the current 13 suffice, since the potential error is then at most $2.029/2^{13}=2.5\times10^{-4}$ eV. Near the root the residual is $1+\gamma$ times the potential error, so a stop based on the residual may need a few more halvings. The root is $U=-0.416$ eV, which gives $\eta_S=0.633$. Then $N=5.40\times10^{12}\ln(1+e^{0.633})=5.72\times10^{12}$ cm⁻², the drain's share being negligible. The charge raises the barrier by $3.98\times0.0572=0.228$ eV from $U_L$, which closes the loop.

Here $\gamma=5.4$, so plain substitution fails. Started at $U_L$, it jumps to 1.385 eV, where the channel is practically empty, and returns to $U_L$; after 200 steps it is still 0.228 eV from the root. Local convergence needs $\beta<2/6.4=0.31$. The condition for any start uses $\gamma_{\max}=3.98\times2\times0.0540/0.02585=16.6$ and gives $\beta<0.11$. With $\beta=0.1$ an off-state error is multiplied by 0.9 at each step, which means about 22 steps per decimal digit.

At $V_G=0.7$ V and $V_D=0$, each one-way current is 372 µA/µm and the net current is zero. Adding 0.05 eV to the converged $U$ leaves that zero intact, but the same error at $V_D=0.7$ V cuts the current from 809 to 164 µA/µm. With the barrier held fixed, heating the drain to 310 K drives −23 µA/µm at zero bias. Equation (7) gives a conductance of $1.20\times10^4$ µA/(µm V).

Two limits explain the gate sweep. Below threshold the charge term is negligible, so $U\approx U_L$ and $I\propto e^{-E_{\rm top}/kT}$. The swing is $\ln(10)\,kT/a_G=67.6$ mV per decade, and, for drain voltages above about 0.2 V, where injection from the drain is negligible, one further volt on the drain acts like $a_D/a_G$ volts on the gate, or 45 mV. Above threshold, differentiating (1) gives $dU/dV_G=-a_G/(1+\gamma)$: the channel charge screens most of the gate's action on the barrier.

## How far a real device departs

The parameters are rough values in the regime of monolayer MoS₂ with a thin high-permittivity insulator. Scattering is one clear departure from the ballistic model. For a rough mobility of 50 cm²/Vs, equating the long-channel conductivity $\sigma=eN\mu_{\rm mob}$ to $\lambda G/W$, both taken at $V_G=0.7$ V and $V_D=0$, gives a mean free path $\lambda=3.8$ nm, shorter than the gate. If electrons can be scattered back over a length $\ell$, the transmission is $T=\lambda/(\lambda+\ell)$. For a given injected flux, with equal speeds in both directions, the density scales as $1+(1-T)$ and the net flux as $T$. At fixed barrier charge, and with the injection speed kept at its ballistic value, the current is therefore multiplied by $T/(2-T)$. In a degenerate channel that speed falls somewhat as the injected density falls, while at fixed gate voltage the returning electrons increase the barrier charge. The two effects nearly cancel here: solving for the barrier again with the returning electrons included changes the currents below by less than 3 per cent. Taking $\ell$ as the whole gate gives a factor 0.14. Taking the 0.44 nm over which a linear potential drops by $kT$ gives 0.81, which is optimistic because the potential is flat at the barrier top and first drops more slowly than a straight line. The 809 µA/µm would become roughly 110 to 660 µA/µm. Separately, a rough 200 Ω µm at each contact, included by a second root search for the current, reduces it to 500 µA/µm. The ballistic result is an upper reference for the on-current, not a forecast.

The off-state has its own corrections. For a parabolic barrier 0.372 eV high that falls to the source level at the gate edges, integrating the transmission formula of an ideal parabola over energies above the source level raises the off-current by a factor of about 1.2 at 12 nm and about 5 at 5 nm, with the height held fixed. This symmetric shape leaves out the further drop towards the drain. If the drain half instead falls parabolically to 0.7 eV below the source level, with the top still at mid-gate, solving the wave equation gives factors of about 1.4 and 22. The model therefore needs a tunnelling term for the shorter gate, and its size depends strongly on the barrier shape. At 358 K, with $E_0$ and the weights unchanged, the thermal off-current rises thirteenfold, to $5.0\times10^{-3}$ µA/µm. A solver threshold far below these corrections makes the root reproducible; it does not make the device model more accurate.
